# Out-of-plane damping-like spin-orbit torque with one vertical mirror, part 1

(Sections cited here and not found follow in the second part.)

## What the mirrors decide

**Q.** You say that a film which loses one of its vertical mirrors can gain a new kind of spin-orbit torque. Before I doubt that, tell me which torque you mean. A magnet under current feels several.

**A.** Let $z$ be the film normal and $\mathbf m$ the unit vector of magnetization. I write $\boldsymbol\tau$ for the current-induced torque per unit area, defined through

$$\frac{d\mathbf m}{dt}=\frac{\gamma}{M_s t_m}\,\boldsymbol\tau ,$$

where $\gamma>0$ is the gyromagnetic ratio, $M_s$ the saturation magnetization and $t_m$ the thickness of the magnet. Since $\mathbf m$ keeps its length, $\boldsymbol\tau\perp\mathbf m$. A torque that is unchanged when $\mathbf m$ is reversed is called $\mathbf m$-even, and one that changes sign is $\mathbf m$-odd. The torque in question is even and has the form

$$\boldsymbol\tau=p_z\,\mathbf m\times(\hat{\mathbf z}\times\mathbf m)=p_z(\hat{\mathbf z}-m_z\mathbf m),$$

with $p_z$ proportional to the drive and independent of $\mathbf m$. This is the out-of-plane damping-like torque.

**Q.** What does it do that other torques don't?

**A.** Its $z$ component gives

$$\frac{dm_z}{dt}=\frac{\gamma p_z}{M_st_m}(1-m_z^2).$$

The factor $1-m_z^2$ is never negative, so this term pushes $\mathbf m$ toward $+z$ if $p_z>0$ and toward $-z$ if $p_z<0$. Reversing the current reverses the push. For a memory cell whose two states are "up" and "down", this torque by itself tells the states apart. Whether the cell switches also depends on anisotropy, damping and the other torques.

**Q.** You have picked a convenient form. What is the general even torque, and where does yours sit in it?

**A.** Any torque perpendicular to $\mathbf m$ can be written $\boldsymbol\tau=\mathbf m\times\mathbf c$ with $\mathbf c=\boldsymbol\tau\times\mathbf m$, because $\mathbf m\times(\boldsymbol\tau\times\mathbf m)=\boldsymbol\tau-\mathbf m(\mathbf m\cdot\boldsymbol\tau)=\boldsymbol\tau$. If $\boldsymbol\tau$ is even, $\mathbf c$ is odd in $\mathbf m$. Adding to $\mathbf c$ a vector along $\mathbf m$ leaves the torque unchanged, and with this freedom the lowest term can be taken as linear: $\mathbf c=B\mathbf m$, with a $3\times3$ matrix $B$ proportional to the drive. Split $B$ into a symmetric part $S$ and an antisymmetric part. An antisymmetric matrix acts as a cross product with some vector $\mathbf p$, so

$$\boldsymbol\tau=\mathbf m\times(\mathbf p\times\mathbf m)+\mathbf m\times(S\mathbf m).$$

The first term is the damping-like torque, and $p_z$ is the coefficient we want. The second resembles the torque of a magnetic anisotropy induced by the current.

**Q.** Then how would I separate $p_z$ from $S$? Both can turn up in $\tau_z$.

**A.** Put $\mathbf m$ in the plane, $\mathbf m=(\cos\varphi,\sin\varphi,0)$. The first term gives $\tau_z=p_z-m_z(\mathbf m\cdot\mathbf p)=p_z$, whatever the angle. The second gives

$$m_x(S\mathbf m)_y-m_y(S\mathbf m)_x=S_{xy}(m_x^2-m_y^2)+(S_{yy}-S_{xx})m_xm_y .$$

With $m_x^2-m_y^2=\cos2\varphi$ and $m_xm_y=\tfrac12\sin2\varphi$, this averages to zero over $\varphi$. An $\mathbf m$-odd torque also averages to zero, since it takes opposite values at $\varphi$ and $\varphi+\pi$. Hence, at this order,

$$\langle\tau_z\rangle_\varphi=p_z .$$

When higher powers of $\mathbf m$ matter, I use this average as the definition of the out-of-plane damping-like strength.

**Q.** Fine. Now the symmetry. A mirror turns a vector around, but you have several vectors here, and I suspect they don't all turn alike.

**A.** They don't. The electric field $\mathbf E$ and the current density $\mathbf j$ are polar vectors: an operation with orthogonal matrix $R$ sends $\mathbf E$ to $R\mathbf E$. Magnetization has the character of a current loop, a cross product of position and velocity. For an orthogonal matrix

$$(R\mathbf a)\times(R\mathbf b)=(\det R)\,R(\mathbf a\times\mathbf b),$$

so $\mathbf m$ is sent to $A\mathbf m$ with $A=(\det R)R$. Such a vector is called axial. The torque is proportional to $d\mathbf m/dt$, so it is axial too. If the crystal is unchanged by $R$, the transformed experiment is one done on the same sample, and

$$\boldsymbol\tau(R\mathbf E;A\mathbf m)=A\,\boldsymbol\tau(\mathbf E;\mathbf m).$$

This assumes that the film has the symmetry as a whole, including its interfaces. The magnetization need not respect it, because $\mathbf m$ is transformed along with the field.

**Q.** That is a rule for the torque. I want one for $\mathbf p$.

**A.** Write $\mathbf p=P\mathbf E$ for a field in the film plane, so $P$ has three rows and two columns. The matrix $A$ is a proper rotation: in three dimensions $\det A=(\det R)^3\det R=1$. A proper rotation can be taken through cross products,

$$A[\mathbf m\times(\mathbf p\times\mathbf m)]=(A\mathbf m)\times[(A\mathbf p)\times(A\mathbf m)].$$

The symmetric part goes over into $ASA^{T}$, again symmetric, so the two parts don't mix. There is no ambiguity in reading off $\mathbf p$ either. If $\mathbf m\times(B\mathbf m)=0$ for every $\mathbf m$, then every vector is an eigenvector of $B$; so $B$ is a multiple of the unit matrix and has no antisymmetric part. Therefore $\mathbf p(R\mathbf E)=A\,\mathbf p(\mathbf E)$, that is $PR=AP$, or

$$P=(\det R)\,R\,P\,R^{T},$$

where the last factor is the in-plane block of $R^{T}$.

**Q.** Apply it. Which mirror stays?

**A.** Let the starting film have two vertical mirrors: $M_x$, which sends $x$ to $-x$, and $M_y$, which sends $y$ to $-y$. Remove $M_y$ and keep $M_x$. The plane of the remaining mirror is the $yz$ plane, and its normal is $x$. "Current parallel to the mirror" means current along $y$; "perpendicular" means along $x$.

For $M_x$ we have $R=\mathrm{diag}(-1,1,1)$, $\det R=-1$ and $A=\mathrm{diag}(1,-1,-1)$. All matrices are diagonal, so each element obeys $P_{ij}=A_{ii}R_{jj}P_{ij}$. The signs are

$$\begin{aligned}
P_{xx}&:\ (1)(-1)=-1, & P_{xy}&:\ (1)(1)=+1,\\
P_{yx}&:\ (-1)(-1)=+1, & P_{yy}&:\ (-1)(1)=-1,\\
P_{zx}&:\ (-1)(-1)=+1, & P_{zy}&:\ (-1)(1)=-1 .
\end{aligned}$$

An element with sign $-1$ equals its own negative and vanishes. So $P_{zy}=0$, while $M_x$ puts no restriction on $P_{zx}$. Current parallel to the remaining mirror gives no $p_z$; current perpendicular to it may give one.

**Q.** Can you make that visible without a table of signs?

**A.** Look at $p_z$ in the mirror. An axial vector lying in a mirror plane is reversed by the reflection, as a current loop seen edge-on in a mirror parallel to its axis runs the other way. The vector $p_z\hat{\mathbf z}$ lies in the $yz$ plane, so it is reversed. A field along $y$ is not. The same field would have to produce both $p_z$ and $-p_z$, hence zero. A field along $x$ is reversed together with $p_z$, and a linear relation between them survives.

**Q.** But then $M_y$ should do the same with $x$ and $y$ exchanged. Did the film with two mirrors have any $p_z$ at all?

**A.** No. For $M_y$, $R=\mathrm{diag}(1,-1,1)$ and $A=\mathrm{diag}(-1,1,-1)$. The sign for $P_{zx}$ is $(-1)(1)=-1$, and for $P_{zy}$ it is $(-1)(-1)=+1$. So $M_y$ forbids $P_{zx}$, and $M_x$ forbids $P_{zy}$. Each mirror silences currents in its own plane, and with both mirrors each of the two axes is silenced. By linearity every in-plane direction is. The elements $P_{xy}$ and $P_{yx}$ have sign $+1$ under $M_y$ as well, so the ordinary in-plane damping-like torque is allowed with two mirrors and with one.

**Q.** You removed a mirror. Could a rotation axis remain and spoil the result?

**A.** An axis along $z$ would spoil it. A half-turn about $z$ can't remain, but a threefold axis can. Applying $M_x$ and $M_y$ in turn gives the half-turn $C_{2z}$ about $z$. If $M_x$ and $C_{2z}$ were both present, their product would be $M_y$, which we have removed. So $C_{2z}$ goes as well. A film that started with a sixfold axis, however, can lose $M_y$ and still keep $M_x$ together with a threefold axis.

In general, a proper rotation about $z$ leaves $p_z$ unchanged and turns the in-plane field. The row $(P_{zx},P_{zy})$ would then have to be an in-plane vector unchanged by that rotation, and for any angle other than a full turn the one such vector is zero. A film with a threefold axis and three vertical mirrors therefore has no linear $p_z$ in any direction, although one can point to a mirror in it. So $M_x$ leaves room for $p_z$ only if no other symmetry of the film forbids it. A rotation about $z$ does, and so does inversion, which reverses the field but not the axial vector $\mathbf p$. A half-turn about $x$ combines with $M_x$ into inversion and so forbids $p_z$ too. A half-turn about $y$ can remain and does no harm: there $R=A=\mathrm{diag}(-1,1,-1)$, and the sign for $P_{zx}$ is $+1$. Averaging a random tensor over the operations of each group confirmed the pattern for one mirror, and a vanishing third row for the half-turn alone, for two mirrors, and for the threefold case.

**Q.** My current is seldom aligned that well. What happens at an oblique angle?

**A.** If the drive makes an angle $\psi$ with the mirror normal, linearity gives

$$p_z=P_{zx}E\cos\psi .$$

The effect is largest along the normal, zero in the mirror plane, and changes sign on crossing it. A current meant to run along $y$ but tilted by a small angle $\delta$ has $\psi=\pi/2-\delta$ and gives $p_z=P_{zx}E\sin\delta$. A small measured $p_z$ for a nominally parallel current may therefore come from misalignment.

**Q.** You say field, then current. In a magnet they needn't be parallel.

**A.** They needn't, because the resistivity is a tensor, and one that depends on $\mathbf m$. But the argument uses just the fact that the drive is a polar vector. If I hold $\mathbf j$ fixed, I write $\boldsymbol\tau(\mathbf j;\mathbf m)$ and repeat every line with $\mathbf j$ in place of $\mathbf E$. The coefficients change, and the selection rule doesn't.

**Q.** So far you kept the lowest power of $\mathbf m$. With strong spin-orbit coupling I don't trust that. Does the prohibition survive?

**A.** In a definite form it does. Take $\mathbf m$ in the plane at angle $\varphi$ from $x$. Under $M_x$ it goes to $A\mathbf m=(m_x,-m_y,0)$, which is the angle $-\varphi$, and $\tau_z$ changes sign. For a field along $y$, $R\mathbf E=\mathbf E$, so

$$\tau_z(E\hat{\mathbf y};-\varphi)=-\tau_z(E\hat{\mathbf y};\varphi).$$

An odd function of $\varphi$ has zero average over the circle, so $\langle\tau_z\rangle_\varphi=0$, with no expansion in powers of $\mathbf m$. For a field along $x$, $R\mathbf E=-\mathbf E$. Using linearity in the drive on the left,

$$-\tau_z(E\hat{\mathbf x};-\varphi)=-\tau_z(E\hat{\mathbf x};\varphi),$$

so $\tau_z$ is even in $\varphi$, and a constant is allowed.

**Q.** "Zero average" is weaker than "forbidden". An odd function isn't zero.

**A.** Agreed, and the wording of the claim must respect that. For current in the mirror plane, an even torque with $\tau_z\propto m_xm_y$ is permitted. It is odd in $\varphi$, and it is the $S_{yy}-S_{xx}$ term met above. What is forbidden is every part of $\tau_z$ that is even in $\varphi$, and with it the constant, which doesn't depend on the in-plane direction of $\mathbf m$. A measurement at one oblique angle can't tell a constant from the $m_xm_y$ term; a scan over $\varphi$ can.

Two directions are special. If $\mathbf m\parallel x$ and $\mathbf E\parallel y$, both are unchanged by the mirror, so $\boldsymbol\tau=A\boldsymbol\tau$. This leaves a torque along $x$ at most, but the torque must be perpendicular to $\mathbf m$, so the whole torque vanishes, odd part included. If $\mathbf m\parallel y$, the mirror rule gives $\tau_z(-90^\circ)=-\tau_z(90^\circ)$, while for the even part reversal of $\mathbf m$ gives $\tau_z(-90^\circ)=\tau_z(90^\circ)$. The even part of $\tau_z$ is zero there as well.

**Q.** And the field-like torque? Does it follow another rule?

**A.** The simplest odd torque is $\mathbf m\times\mathbf b_E$ with a vector $\mathbf b_E$ linear in the drive and independent of $\mathbf m$. It is axial, like $\mathbf p$, so the same table applies: a $z$ component is allowed for current along $x$ and forbidden for current along $y$. For in-plane $\mathbf m$ the torque of such a component lies in the plane and doesn't enter $\tau_z$.

**Q.** One complaint is left. "Not forbidden" is cheap. You haven't shown me a single film in which $p_z$ is different from zero.

**A.** Symmetry can't supply that. It takes a system that has $M_x$, lacks $M_y$, and yields a nonzero $p_z$ when its equations of motion are solved. One such case suffices to show that no hidden consequence of $M_x$ removes the torque.

## A model in which the allowed torque appears

**Q.** Remind me what I have accepted before you build anything.

**A.** The film normal is $z$, the remaining mirror is $M_x$, and its plane is $yz$. The torque per area is $\boldsymbol\tau$, with $d\mathbf m/dt=\gamma\boldsymbol\tau/(M_st_m)$. The damping-like part is $\mathbf m\times(\mathbf p\times\mathbf m)$, and $p_z$ equals the average $\langle\tau_z\rangle_\varphi$ over in-plane directions of $\mathbf m$ at angle $\varphi$ from $x$. The mirror allows $p_z$ for $\mathbf E\parallel x$ and forbids it for $\mathbf E\parallel y$, where $\tau_z$ must be odd in $\varphi$.

**Q.** And the model?

**A.** Conduction electrons in two dimensions, coupled to the magnetization and to a spin-orbit field:

$$H=\kappa k^2+\mathbf h\cdot\boldsymbol\sigma,\qquad \mathbf h=J\mathbf m+\mathbf d\times\mathbf k,\qquad \kappa=\frac{\hbar^2}{2m^*}.$$

Here $\boldsymbol\sigma$ are the Pauli matrices, $m^*$ is the effective mass, and $J>0$ is the exchange energy. The constant vector $\mathbf d$ stands for the direction in which the crystal potential is lopsided. It is polar, as a potential gradient is, and $\mathbf d\times\mathbf k$ is then axial, as a partner of spin must be.

**Q.** Where are the mirrors in this?

**A.** In $\mathbf d$. The mirror $M_x$ reverses $d_x$, so keeping it requires $d_x=0$. I write $\mathbf d=(0,-\beta,\alpha)$. With $\mathbf k=(k_x,k_y,0)$,

$$\mathbf d\times\mathbf k=(-\alpha k_y,\ \alpha k_x,\ \beta k_x).$$

The $\alpha$ terms are the Rashba coupling, due to the difference between top and bottom. The $\beta$ term comes from a lopsidedness within the plane, along $y$. The mirror $M_y$ would reverse $d_y$ and force $\beta=0$. So $\beta$ measures the loss of the second mirror.

**Q.** I'd like a check that the torque of this model really obeys the mirror you claim and disobeys the other.

**A.** The torque was computed by diagonalizing $H$ and integrating over the occupied states, for a field and a magnetization in general directions. The rule for $M_x$ holds to rounding. The rule for $M_y$ is violated: for the parameters given below and the directions chosen, the mismatch is 22% of the length of the torque vector. Other directions give other values. With $\beta=0$ both rules hold.

**Q.** How do the electrons exert a torque? Please watch the sign.

Symmetry forbids $p_z$ for current in the plane of the remaining mirror and allows it for current perpendicular to that plane, provided no other symmetry of the film rules it out. A model with the required symmetry has been set up; it remains to derive the torque its electrons exert and to see whether $p_z$ is in fact nonzero.
